# Inlet flow and residence time in a pumped CVD reactor: a comment

**The argument under review**

A hot-wall deposition chamber is fed with 500 sccm of dilute precursor in a carrier gas and pumped through a valve whose position is fixed. The chamber gauge reads 0.348 Torr. It is proposed to double the feed to 1000 sccm and leave the valve alone. The argument runs as follows.

1. The residence time is the amount of gas in the chamber divided by the molar flow, $\tau = pV/(\dot n R T_c)$.
2. The flow $\dot n$ is doubled, while $V$ and $T_c$ are unchanged.
3. Therefore $\tau$ is halved, the gas passes through twice as fast, and a smaller fraction of the precursor reacts.

Step 1 is correct. Step 2 lists what is held fixed and leaves out the pressure, yet step 3 needs the pressure to be fixed too. Whether it is fixed depends on the pump, which does not appear in the argument.

**What the residence time measures**

Let $N$ be the moles of gas in the chamber and $\dot n$ the steady molar flow through it. The ratio $N/\dot n$ is the mean time a molecule stays, for any pattern of mixing, provided that each molecule enters once and leaves once. To see this, mark all gas that enters after $t=0$. Let $F(t)$ be the marked fraction of the outgoing flow, which is also the probability that a molecule's stay is shorter than $t$. Marked gas enters at the rate $\dot n$ and leaves at the rate $\dot n F$. It accumulates until it has replaced the whole inventory, so

$$N=\int_0^\infty \dot n\,[1-F(t)]\,dt .$$

Since $1-F(t)$ is the probability of staying longer than $t$, its integral is the mean stay. Hence $\tau=N/\dot n$. For an ideal gas at uniform pressure $p$ and temperature $T_c$, $N=pV/(RT_c)$, which gives the formula in step 1.

**The missing equation**

Define the effective pumping speed $S$ as the volume of gas removed from the chamber per second, counted at chamber pressure and at the pump-side gas temperature $T_p$. The molar outflow is then

$$\dot n_{\rm out}=\frac{pS}{RT_p}.$$

In steady state the outflow equals the inflow $\dot n$, if reactions change the number of gas moles negligibly. Solving for the pressure,

$$p=\frac{\dot n R T_p}{S}.$$

With $S$ and $T_p$ fixed, pressure is proportional to flow. Inserting this in the residence time,

$$\tau=\frac{V}{\dot n R T_c}\,\frac{\dot n R T_p}{S}=\frac{V}{S}\,\frac{T_p}{T_c}.$$

The flow cancels. A pump of constant volumetric speed removes a fixed fraction of the inventory per second, however dense the gas is. Doubling the feed doubles both the gas present and the gas leaving.

The claim that the gas moves faster fails for the same reason. Through a cross-section $A$ the mean velocity is $u=\dot nRT_c/(pA)$, and $\dot n/p$ has not changed. The larger molar flow is carried by denser gas at the same speed.

The factor $T_p/T_c$ matters when the chamber is hot. Gas that fills one litre at the pump filled $T_c/T_p$ litres in the chamber, so the chamber is swept faster than $V/S$ suggests.

**The numbers for this reactor**

Take $V=50$ L, chamber length $L=1.0$ m, $S=20$ L/s, $T_c=900$ K and $T_p=300$ K. One sccm refers to gas at 273.15 K and 1 atm and equals $7.436\times10^{-7}$ mol/s, so 500 sccm is $3.718\times10^{-4}$ mol/s. Then

$$p=\frac{(3.718\times10^{-4})(8.314)(300)}{0.020}=46.4\ \text{Pa}=0.348\ \text{Torr},$$

$$N=\frac{(46.37)(0.050)}{(8.314)(900)}=3.098\times10^{-4}\ \text{mol},\qquad
\tau=\frac{3.098\times10^{-4}}{3.718\times10^{-4}}=0.833\ \text{s}.$$

The short route agrees: $(50/20)(300/900)=0.833$ s. Omitting the temperature ratio would have given 2.5 s.

At 1000 sccm the pressure is 0.696 Torr, the inventory is $6.197\times10^{-4}$ mol, and $\tau$ is again 0.833 s. The gas velocity is 1.20 m/s in both cases. As a test, the mole balance was integrated in time to steady state, the gas then present was tagged, and its mean remaining stay in a well-mixed chamber was measured. The result was 0.8333 s at both flows.

**When the original conclusion is right**

Suppose that a controller holds the chamber at 0.348 Torr by opening the valve. Now $p$ is fixed in $\tau=pV/(\dot nRT_c)$, and doubling $\dot n$ does halve $\tau$, to 0.417 s. The pump balance shows the price: $S=\dot nRT_p/p$ must rise from 20 to 40 L/s. If the pump and line cannot supply that speed, the valve reaches its limit and the pressure rises after all.

Both cases belong to one rule. Let the effective speed depend on pressure, with local exponent $s=d\ln S/d\ln p$. At fixed temperatures, $\dot n\propto pS$ and $\tau\propto 1/S$, so

$$d\ln\dot n=(1+s)\,d\ln p,\qquad d\ln\tau=-s\,d\ln p .$$

Dividing the second relation by the first,

$$\frac{d\ln\tau}{d\ln\dot n}=-\frac{s}{1+s}.$$

This requires $s>-1$, so that a higher pressure drives a larger outflow. Constant speed is $s=0$, and the slope vanishes. Pressure control is the limit $s\to\infty$, in which a tiny pressure rise calls up any speed needed, and the slope tends to $-1$. A speed that falls with pressure has $s<0$, and then more flow lengthens the residence time.

**Just after the flow is raised**

The argument might be defended by pointing to the first moments after the change, when the feed has doubled and the pressure has not yet moved. The mole balance with constant $S$ is

$$\frac{V}{RT_c}\frac{dp}{dt}=\dot n-\frac{pS}{RT_p}.$$

Multiplying by $RT_p/S$ and writing $p_{\rm new}=\dot nRT_p/S$ for the final pressure,

$$\tau\frac{dp}{dt}=p_{\rm new}-p .$$

The pressure approaches its new value exponentially with time constant $\tau$, and 63.2 % of the rise is complete after 0.83 s. At the first instant $N$ divided by the inflow is indeed $\tau/2$, but that ratio is not a mean stay while gas is accumulating. In a well-mixed chamber each molecule leaves with probability per unit time $\dot n_{\rm out}/N=ST_c/(VT_p)=1/\tau$. This rate contains no pressure, so with full mixing the mean stay is unchanged even during the transient.

Without full mixing the defence is partly right for a short time. In the opposite limit of plug flow, a molecule that enters just after the step leaves when the gas fed behind it equals the whole inventory. With the feed doubled, this happens at the time $t$ given by $2t/\tau=2-e^{-t/\tau}$, or $t=0.77\,\tau$. The stay is shortened, though not halved, and it returns to $\tau$ for molecules that enter after the pressure has settled.

**Consequences for the precursor**

Step 3 also predicts a lower conversion. Let the feed contain a small precursor fraction $y$, let the chamber be well mixed, and let the precursor be lost at the rate $kP$, where $P$ is the moles of precursor present. Take $k$ to be independent of pressure. In steady state, supply equals outflow plus loss:

$$y\dot n=\frac{P}{N}\dot n+kP=P\left(\frac1\tau+k\right).$$

The converted fraction is therefore

$$X=\frac{kP}{y\dot n}=\frac{k}{1/\tau+k}=\frac{k\tau}{1+k\tau}.$$

With the chosen values $k=0.2$ s$^{-1}$ and $y=2$ %, $k\tau=0.167$ and $X=14.3$ % at 500 sccm. The outcome of doubling the flow at the same $y$ depends on the mode of operation:

- **Fixed speed:** $X$ stays at 14.3 %, and precursor consumption doubles.
- **Held pressure:** $k\tau$ falls to 0.083 and $X$ to 7.7 %. Consumption changes by the factor $2\times7.69/14.29=1.08$.

An operator who expects the second outcome and gets the first will find nearly twice the expected consumption. In the fixed-speed case the cause is the doubled precursor partial pressure, with the time of exposure unchanged.

The mixing assumption has a modest effect here. If every molecule stayed for the same time $\tau$, a fraction $e^{-k\tau}$ would survive and $X$ would be $1-e^{-0.167}=15.4$ %, about one percentage point higher.

Mixing does change with flow. The relative strength of flow and axial diffusion is the Péclet number $uL/D$. I estimate the diffusivity as $D=\eta/(\rho\,{\rm Sc})$, with hot-gas viscosity $\eta=4.0\times10^{-5}$ Pa s, Schmidt number ${\rm Sc}=0.7$, molar mass 28 g/mol and density $\rho$. At fixed temperature $\rho\propto p$, so $D$ halves when the pressure doubles. Since $u$ is unchanged, the Péclet number doubles, from 3.6 to 7.3. A one-dimensional tracer calculation, with no diffusion back through either end, gives a mean stay of 0.833 s at both flows. The standard deviation of the stay falls from 0.63 to 0.49 of the mean. Equal mean residence times thus do not imply equal distributions. In this model the conversion at fixed speed lies between the two limits above and rises slightly with flow, from 14.9 % to 15.1 %.

**A pump line that breaks the premise**

Constant $S$ is a property of the hardware and has to be checked. A partly closed valve is one place to look: if its opening is thin and not many mean free paths wide, the flow through it lies between molecular and viscous, $S$ rises somewhat with pressure, and $\tau$ falls somewhat when the flow is raised. The pump line is another. Suppose that the speed $S_0=20$ L/s is available at the far end of a line of length $\ell$ and bore $d$, in which the gas has viscosity $\eta_p$ and temperature $T_p$. For laminar viscous flow, the volume flow at any point is

$$\frac{\dot nRT_p}{p}=-\frac{\pi d^4}{128\,\eta_p}\frac{dp}{dx}.$$

Multiplying by $p$ and integrating from the chamber, at $p_1$, to the far end, at $p_2$, gives

$$p_1^2-p_2^2=\frac{256\,\eta_p\ell\,\dot nRT_p}{\pi d^4},\qquad p_2=\frac{\dot nRT_p}{S_0}.$$

Dividing by $p_2^2$ and using $\tau\propto p_1/\dot n$,

$$\tau=\frac{VT_p}{S_0T_c}\sqrt{1+\frac{\dot n_*}{\dot n}},\qquad
\dot n_*=\frac{256\,\eta_p\ell S_0^2}{\pi d^4RT_p}.$$

For $\dot n\gg\dot n_*$ the line is unimportant and $\tau$ is constant. For $\dot n\ll\dot n_*$ the line controls the pumping and $\tau\propto\dot n^{-1/2}$, as long as the pressure stays high enough for viscous flow.

Take $\ell=2$ m and $\eta_p=1.8\times10^{-5}$ Pa s. With a 10 cm bore, doubling the flow changes $\tau$ from 0.839 to 0.836 s, a fall of 0.3 %. With a 2.5 cm bore, $d^{-4}$ is 256 times larger and $\dot n_*=1.20\times10^{-3}$ mol/s, or about 1620 sccm. Now $\tau$ falls from 1.72 to 1.35 s, by 21 %. The original argument gets the direction right for this line, but not the factor of two. At 500 sccm the effective speed at the chamber has $s=0.618$, and the general rule gives a slope of $-0.618/1.618=-0.382$, in agreement with direct numerical differentiation of $\tau$.

The narrow-line figures neglect slip at the wall. With mean free path $\lambda$, the slip velocity is $\lambda$ times the wall velocity gradient. For a parabolic profile of mean velocity $\bar v$ that gradient is $8\bar v/d$, so slip raises the line flow by the fraction $8\lambda/d$. At the far end, at 500 sccm, $\lambda=0.145$ mm and the correction is 4.6 %. It is smaller upstream, where the pressure is higher. Including slip along the whole line, together with gas inertia and the loss at the line entrance, leaves the fall of $\tau$ at 21 %.

**How far this carries over to a real reactor**

The pressure, flow and temperature lie in the rough range of hot-wall low-pressure deposition of polycrystalline silicon: tenths of a Torr, several hundred sccm and about 900 K. The carrier properties are round, nitrogen-like values, and $k$ is not a measured rate for silane. The 2 % precursor fraction is far below that of processes run on undiluted silane. If each reacted molecule adds one net gas molecule, as when silane leaves silicon and two hydrogen molecules, the outflow exceeds the inflow by the fraction $yX$. That is 0.3 % here, but would be 14 % for an undiluted feed at the same conversion. At fixed speed the chamber pressure would then be 14 % higher as well, but each molecule would still leave at the rate $ST_c/(VT_p)$. With full mixing the conversion formula therefore still holds, with $\tau=(V/S)(T_p/T_c)$. A fixed valve need not give a fixed speed here, because the hydrogen lightens the gas. Through a choked opening $S$ varies roughly as the inverse square root of the molar mass; in that case the pressure hardly rises and the conversion falls to about 13 %. At held pressure the extra gas shortens the stay, and the formula with $\tau=pV/(\dot nRT_c)$ would need revision.

The conversion result also rests on $k$ being independent of pressure. If $k$ fell as the pressure rose, $X$ would fall at fixed speed even though $\tau$ did not. For $\tau$ itself, the largest of the effects estimated in this example comes from a pump speed that is not constant. If the speed fell as $p^{-0.1}$, an assumed exponent, doubling the flow would raise $\tau$ by the factor $2^{0.1/0.9}=1.08$. A pump base pressure $p_b$ can be modelled by the speed $S(1-p_b/p)$, which adds $p_b$ to the chamber pressure. For 1 mTorr, the change of $\tau$ on doubling the flow is $-0.14$ %.

The temperature is not quite uniform either, because the feed enters cool. For developed laminar flow with Nusselt number ${\rm Nu}$, the heat balance $\dot m c_p\,dT/dx=\pi\,{\rm Nu}\,\kappa\,(T_c-T)$, with mass flow $\dot m$, heat capacity $c_p$ and conductivity $\kappa$, gives a heating length

$$\ell_h=\frac{\dot m c_p}{\pi\,{\rm Nu}\,\kappa}=\frac{\dot m\,{\rm Pr}}{\pi\,{\rm Nu}\,\eta},$$

where ${\rm Pr}=\eta c_p/\kappa$. With ${\rm Pr}=0.7$ and ${\rm Nu}=3.66$ this is 1.6 cm at 500 sccm and 3.2 cm at 1000 sccm. For gas entering at 300 K, $T=T_c(1-ae^{-x/\ell_h})$ with $a=2/3$. The cool gas is denser, and the extra inventory relative to a uniformly hot chamber is

$$\frac1L\int_0^L\left(\frac{T_c}{T}-1\right)dx\simeq\frac{\ell_h}{L}\ln\frac{1}{1-a}=\frac{\ell_h}{L}\ln3 ,$$

since the integrand is $\ell_h$ times the derivative of $\ln(1-ae^{-x/\ell_h})$, and $L\gg\ell_h$. This is 1.7 % and 3.5 %, so in this estimate doubling the flow lengthens $\tau$ by about 1.7 %. The estimate is rough for two reasons. The cool zone is shorter than the chamber diameter, so the developed-flow value of ${\rm Nu}$ understates the heating near the inlet. Axial heat conduction is also left out, although at these Péclet numbers it is not small. If the radial temperature profile is resolved for a parabolic flow and conduction is included at constant conductivity, the extra inventory at 500 sccm is about 0.7 % for a fixed inlet heat flux and 5 % for a fixed inlet temperature. The lengthening of $\tau$ on doubling the flow is then about 0.8 % in the first case and 0.6 % in the second.

**Recommendation**

The conclusion should be withdrawn for the reactor with its valve fixed, provided that the effective pumping speed is constant as assumed here, and may be kept for operation at controlled pressure. A revised argument should state which of $p$ and $S$ is held. The gauge can decide the matter: at fixed temperatures, $\tau$ is proportional to $p/\dot n$, so two steady pressure readings at two flows give the ratio of the residence times without any knowledge of the pump. The numerical output below lists the values for each case.

## Numbers as computed

```
Chamber volume: 50 L; length: 1.0 m
Chamber diameter: 25.2 cm
Gas temperature: 900 K; pump side: 300 K
Effective pumping speed: 20 L/s
1 sccm: 7.4358e-07 mol/s
Low flow: 500 sccm = 3.718e-04 mol/s
High flow: 1000 sccm = 7.436e-04 mol/s
Pressure, low flow: 0.348 Torr = 46.37 Pa
Pressure, high flow, fixed speed: 0.696 Torr = 92.74 Pa
Moles in chamber, low flow: 3.098e-04 mol
Moles in chamber, high flow, fixed speed: 6.197e-04 mol
Residence time from formula: 0.8333 s
Measured stay, low flow: 0.8333 s
Measured stay, high flow, fixed speed: 0.8333 s
Measured stay, high flow, held pressure: 0.4167 s
Speed needed to hold pressure: 40.0 L/s
Gas velocity, low and high flow: 1.200, 1.200 m/s
Pressure step done after one tau: 63.2 %
Precursor fraction: 2 %; k: 0.2 1/s
Conversion, low flow: 14.29 %
Conversion, high flow, fixed speed: 14.29 %
Conversion, high flow, held pressure: 7.69 %
Consumption ratio high/low, fixed speed: 2.000
Consumption ratio high/low, held pressure: 1.077
Carrier molar mass: 28 g/mol
Viscosity, cold and hot: 1.8e-05, 4.0e-05 Pa s
Prandtl, Schmidt, Nusselt: 0.7, 0.7, 3.66
Peclet number, low and high flow: 3.64, 7.29
Tracer mean, low and high: 0.8333, 0.8333 s
Tracer spread/mean, low and high: 0.634, 0.487
Pump line length: 2.0 m
Line bores: 10.0 and 2.5 cm
Wide line, low flow: p = 0.350 Torr, tau = 0.8386 s
Wide line, high flow: p = 0.698 Torr, tau = 0.8360 s
Narrow line, low flow: p = 0.716 Torr, tau = 1.7158 s
Narrow line, high flow: p = 1.126 Torr, tau = 1.3488 s
Narrow line, low flow: s = 0.618, dln tau/dln flow = -0.382
Changes of tau when the flow is doubled:
  wide line: -0.31 %
  narrow line: -21.4 %
  speed roll-off, s = -0.1: +8.0 %
  base pressure 1 mTorr: -0.14 %
  cool inlet zone: +1.7 %
Heating length, low and high: 1.6, 3.2 cm
Cool-zone extra gas, low and high: 1.7, 3.5 %
Mean free path, pump side, low flow: 0.145 mm
Slip correction to line flow, wide: 1.2 %
Slip correction to line flow, narrow: 4.6 %
Pressure drop along empty chamber: 0.052 % of p
Extra moles from reaction: 0.29 % of flow
```
